\section*{Switching voltage of a complementary oxide inverter from saturated square-law currents, part 1}

(Sections cited here and not found follow in the second part.)

\section{Derivation and range of validity}

\subsection{Definitions and conventions}

The inverter consists of two thin-film transistors between a supply rail at $V_{DD}$ and ground. The n-channel transistor has its source at ground and pulls the output down. The p-channel transistor has its source at $V_{DD}$ and pulls the output up. Both gates are joined to the input $V_{\mathrm{in}}$, and both drains to the output $V_{\mathrm{out}}$. All node voltages are measured from ground.

The thresholds $V_{Tn}$ and $V_{Tp}$ are signed gate-to-source voltages. The n-channel device conducts when its gate-to-source voltage is above $V_{Tn}$, the p-channel device when its own is below $V_{Tp}$. A p-channel device that is off at zero gate-to-source voltage (normally off) therefore has $V_{Tp}<0$, and one that already conducts there (normally on) has $V_{Tp}>0$. The sign matters because p-type oxide transistors of both kinds occur.

Each transistor has a transconductance parameter
\begin{equation}
\beta=\mu C_i\frac{W}{L},
\label{eq:beta}
\end{equation}
where $\mu$ is the carrier mobility, $C_i$ the gate-insulator capacitance per unit area, $W$ the channel width and $L$ the channel length. The subscripts $n$ and $p$ mark the device. Two combinations recur:
\begin{equation}
r=\sqrt{\frac{\beta_p}{\beta_n}},\qquad
S=V_{DD}+V_{Tp}-V_{Tn}.
\label{eq:rS}
\end{equation}
The switching voltage $V_M$ is the input at which $V_{\mathrm{out}}=V_{\mathrm{in}}$. The analysis is static, and the output feeds insulated gates that draw no direct current.

\subsection{The current of one transistor}

Consider the n-channel device with gate-to-source voltage $V_{GS}$ and drain-to-source voltage $V_{DS}\ge 0$. Its overdrive is $V_{ov}=V_{GS}-V_{Tn}$. Let $x$ run from the source, $x=0$, to the drain, $x=L$, and let $u(x)$ be the channel potential relative to the source. If the channel is much longer than the insulator is thick, the mobile charge per unit area is fixed by the local voltage across the insulator, and its magnitude is $C_i(V_{ov}-u)$. This is the gradual-channel approximation. With a constant mobility and drift as the sole transport mechanism, the current is
\begin{equation}
I=W\mu C_i\,(V_{ov}-u)\,\frac{du}{dx}.
\end{equation}
In a steady state $I$ is the same at every $x$. Integration over the channel length gives $IL$ on the left, and on the right $dx$ cancels, so that
\begin{equation}
I=\beta\int_0^{V_{DS}}(V_{ov}-u)\,du
=\beta\left(V_{ov}V_{DS}-\tfrac12V_{DS}^2\right),
\qquad 0\le V_{DS}\le V_{ov}.
\label{eq:triode}
\end{equation}
This is the triode region. At $u=V_{ov}$ the mobile charge vanishes and the channel is pinched off. For a larger drain voltage the model lets the excess drop across a region near the drain whose length is neglected beside $L$. The integral then stops at $u=V_{ov}$, and the current is saturated:
\begin{equation}
I_{\mathrm{sat}}=\beta\int_0^{V_{ov}}(V_{ov}-u)\,du=\frac{\beta}{2}V_{ov}^2,
\qquad V_{DS}\ge V_{ov}.
\label{eq:sat}
\end{equation}
For $V_{ov}\le0$ the model current is zero. Completing the square in \eqref{eq:triode} gives a form that will be used several times:
\begin{equation}
I=\frac{\beta}{2}\left[V_{ov}^2-(V_{ov}-V_{DS})^2\right]
\qquad\text{(triode)}.
\label{eq:deficit}
\end{equation}
The triode current thus falls short of saturation by $\beta(V_{ov}-V_{DS})^2/2$.

The p-channel device obeys the same equations with its voltages reversed. Its gate-to-source voltage is $V_{\mathrm{in}}-V_{DD}$, and it conducts when this lies below $V_{Tp}$. Its overdrive, counted positive in conduction, is therefore $V_{Tp}-(V_{\mathrm{in}}-V_{DD})$. In the inverter the two overdrives, called $a$ and $b$, are
\begin{equation}
a=V_{\mathrm{in}}-V_{Tn},\qquad
b=V_{DD}+V_{Tp}-V_{\mathrm{in}},\qquad a+b=S.
\label{eq:ab}
\end{equation}
The drain voltages that take the place of $V_{DS}$ are $V_{\mathrm{out}}$ for the n-channel device and $V_{DD}-V_{\mathrm{out}}$ for the p-channel device.

An input at which both devices conduct must satisfy $a>0$ and $b>0$, that is, $V_{Tn}<V_{\mathrm{in}}<V_{DD}+V_{Tp}$. Such an input exists if and only if $S>0$, which is assumed from here on. If $S<0$, there is a range of inputs in which neither device conducts. The model then leaves the output undetermined, and the formula below has no meaning.

\subsection{Equating the saturated currents}

No current leaves through the output, so the current through the p-channel device equals that through the n-channel device. If both are saturated, \eqref{eq:sat} gives
\begin{equation}
\frac{\beta_n}{2}a^2=\frac{\beta_p}{2}b^2 .
\label{eq:balance}
\end{equation}
Multiplication by $2/\beta_n$ turns this into $a^2=r^2b^2$, so $a=rb$ or $a=-rb$. Since $a$, $b$ and $r$ are all positive when both devices conduct, the first sign applies:
\begin{align}
V_{\mathrm{in}}-V_{Tn}&=r\,(V_{DD}+V_{Tp}-V_{\mathrm{in}}),\\
(1+r)V_{\mathrm{in}}&=V_{Tn}+r\,(V_{DD}+V_{Tp}).
\end{align}
Division by $1+r$ gives
\begin{equation}
V_M=\frac{V_{Tn}+r\,(V_{DD}+V_{Tp})}{1+r}.
\label{eq:VM}
\end{equation}

The other sign, $a=-rb$, combined with $a+b=S$, gives $b(1-r)=S$. For $r\ne1$ this means $b=S/(1-r)$ and $a=-rS/(1-r)$. These have opposite signs, so one device is off and \eqref{eq:sat} does not describe it. For $r=1$ the condition would require $S=0$, and there is no second root. An implementation that solves the quadratic must discard this root; the linear equation avoids it.

Equation \eqref{eq:VM} is a weighted mean of the two ends of the common conduction range, $V_{Tn}$ and $V_{DD}+V_{Tp}$, with weights $1/(1+r)$ and $r/(1+r)$. A strong n-channel device, $r\to0$, pulls $V_M$ down to $V_{Tn}$: a small overdrive is enough for it to match the other current. A strong p-channel device, $r\to\infty$, pushes $V_M$ up to $V_{DD}+V_{Tp}$. For equal parameters $V_M=(V_{DD}+V_{Tn}+V_{Tp})/2$, which is half the supply if also $V_{Tp}=-V_{Tn}$.

\subsection{Are both devices saturated?}

Saturation was assumed in \eqref{eq:balance} and must be checked. The n-channel device is saturated if $V_{\mathrm{out}}\ge a=V_{\mathrm{in}}-V_{Tn}$. The p-channel device is saturated if $V_{DD}-V_{\mathrm{out}}\ge b$, which is $V_{\mathrm{out}}\le V_{\mathrm{in}}-V_{Tp}$. At $V_{\mathrm{in}}=V_M$ both hold for
\begin{equation}
V_M-V_{Tn}\le V_{\mathrm{out}}\le V_M-V_{Tp}.
\label{eq:segment}
\end{equation}
Every output in this interval balances the currents, because neither saturated current depends on $V_{\mathrm{out}}$. The transfer curve has a vertical segment of height $V_{Tn}-V_{Tp}$ there, provided that $V_{Tn}>V_{Tp}$. The segment lies between the rails: its lower end is $a>0$ and its upper end is $V_{DD}-b<V_{DD}$.

The value $V_{\mathrm{out}}=V_M$ belongs to the interval \eqref{eq:segment} if and only if
\begin{equation}
V_{Tn}\ge0\quad\text{and}\quad V_{Tp}\le0 .
\label{eq:condition}
\end{equation}
Under these conditions \eqref{eq:VM} is the switching voltage as defined. It is also the sole solution of $V_{\mathrm{out}}=V_{\mathrm{in}}$. On that line each conducting device is saturated, because $V_{\mathrm{in}}\ge V_{\mathrm{in}}-V_{Tn}$ and $V_{\mathrm{in}}\le V_{\mathrm{in}}-V_{Tp}$. The n-channel current rises with the common voltage and the p-channel current falls, so between $V_{Tn}$ and $V_{DD}+V_{Tp}$ they are equal once. Outside this range one current is zero and the other is not.

The rest of the transfer curve shows how the segment is reached. Let $V_{Tn}>V_{Tp}$. For $V_{Tn}\le V_{\mathrm{in}}<V_M$ the p-channel device could carry more than the saturated n-channel current. It must therefore be in the triode region, where $b-(V_{DD}-V_{\mathrm{out}})=V_{\mathrm{out}}-V_{\mathrm{in}}+V_{Tp}$ is positive. Equation \eqref{eq:deficit} then gives $a^2=r^2[b^2-(V_{\mathrm{out}}-V_{\mathrm{in}}+V_{Tp})^2]$, or
\begin{equation}
V_{\mathrm{out}}=V_{\mathrm{in}}-V_{Tp}+\sqrt{b^2-a^2/r^2}.
\label{eq:upper}
\end{equation}
For $V_M<V_{\mathrm{in}}\le V_{DD}+V_{Tp}$ the roles are exchanged. The n-channel device is in the triode region, $a^2-(a-V_{\mathrm{out}})^2=r^2b^2$, and
\begin{equation}
V_{\mathrm{out}}=V_{\mathrm{in}}-V_{Tn}-\sqrt{a^2-r^2b^2}.
\label{eq:lower}
\end{equation}
Both roots vanish at $V_M$, where $a=rb$, so the two branches end on the two ends of the segment. They do so steeply. With $\delta=V_{\mathrm{in}}-V_M$ one has $a-rb=(1+r)\delta$, and near $V_M$ the sum $a+rb$ is close to $2a_M$, where $a_M$ is the value of $a$ at $V_M$. The root in \eqref{eq:lower} is therefore $\sqrt{2a_M(1+r)\delta}$ to leading order.

\subsection{Numerical case}

Take round model parameters: $V_{DD}=10$ V, $V_{Tn}=1$ V, $V_{Tp}=-2$ V, $\mu_n=10$ cm$^2$/Vs, $\mu_p=1$ cm$^2$/Vs, $W_n=50$ $\mu$m, $W_p=100$ $\mu$m and $L=20$ $\mu$m for both. The gate insulator is 100 nm thick with relative permittivity 9, hence $C_i=79.69$ nF/cm$^2$. From \eqref{eq:beta},
\begin{align}
\beta_n&=10\times79.69\times10^{-9}\times\tfrac{50}{20}\ \text{A/V}^2=1.992\ \mu\text{A/V}^2,\\
\beta_p&=1\times79.69\times10^{-9}\times\tfrac{100}{20}\ \text{A/V}^2=0.398\ \mu\text{A/V}^2.
\end{align}
The ratio is 0.2000 and $r=0.4472$, so
\begin{equation}
V_M=\frac{1+0.4472\times(10-2)}{1.4472}\ \text{V}=3.16\ \text{V}.
\end{equation}
The overdrives are $a=2.16$ V and $b=4.84$ V, and the vertical segment runs from 2.16 V to 5.16 V. The rejected root lies at $-4.66$ V, where the n-channel device is off.

The formula was tested against a root search for $V_{\mathrm{out}}=V_{\mathrm{in}}$ in which the currents came from numerical integration of the channel charge. Besides this case, 30 random sets were used, with supplies of 6 to 15 V, $V_{Tn}$ from 0 to 2.5 V, $V_{Tp}$ from $-2.5$ to 0 V and each $\beta$ from 0.2 to 5 $\mu$A/V$^2$. The largest difference was $2.3\times10^{-13}$ V. In a second test the output found $10^{-6}$ V to either side of $V_M$ lay within 0.02 V of the corresponding end of the segment.

\subsection{Normally-on p-channel devices}

Suppose now that $V_{Tp}>0$ while $V_{Tn}\ge0$. On the line $V_{\mathrm{out}}=V_{\mathrm{in}}$ the p-channel drain voltage is $V_{DD}-V_{\mathrm{in}}=b-V_{Tp}<b$, so this device is in the triode region. The n-channel device is still saturated. Equation \eqref{eq:deficit} gives the exact condition of the model,
\begin{equation}
a^2=r^2\left(b^2-V_{Tp}^2\right).
\label{eq:onexact}
\end{equation}
Write the true crossing as $V_\times$ and factor $a^2-r^2b^2=(a-rb)(a+rb)$ with $a-rb=(1+r)(V_\times-V_M)$. Then
\begin{equation}
V_\times-V_M=-\frac{r^2V_{Tp}^2}{(1+r)(a+rb)}
\approx-\frac{rV_{Tp}^2}{2S}.
\label{eq:onshift}
\end{equation}
The last form uses $a+rb\approx2a_M=2rS/(1+r)$, which holds while the shift is small beside both overdrives at $V_M$, namely $a_M$ and $a_M/r$.

Two cases differ in kind. For $0<V_{Tp}<V_{Tn}$ the vertical segment survives at $V_M$, but it lies wholly below the line $V_{\mathrm{out}}=V_{\mathrm{in}}$; if $S/(1+r)<V_{Tp}$, then $V_M>V_{DD}$ and no input between the rails reaches it. With $V_{Tp}=+0.5$ V and the other parameters fixed, the formula gives 3.936 V and the numerical crossing is at 3.930 V; the estimate \eqref{eq:onshift} is $-0.4472\times0.25/19=-0.006$ V. For $V_{Tp}>V_{Tn}$ the interval \eqref{eq:segment} is empty. No output saturates both devices, and the curve has no vertical part. With $V_{Tp}=+2$ V the formula gives 4.40 V against a numerical crossing at 4.32 V, and \eqref{eq:onshift} gives $-0.4472\times4/22=-0.08$ V. The formula is then only an estimate. It is a good one here because the shift $rV_{Tp}^2/(2S)$ is small beside $V_M$. Between 3.5 and 5.0 V, the steepest 2 mV step of the computed curve had a mean slope of magnitude 22.7; with finer steps the maximum approaches 23.5, so the slope stays finite.

A normally-on device has a further cost. At $V_{\mathrm{in}}=V_{DD}$ its overdrive is $b=V_{Tp}$. For $V_{Tp}=+2$ V it carries $0.398\times2^2/2=0.80$ $\mu$A while the output is low, which is 8 $\mu$W from the 10 V supply.

\section{Use of the result: current, tolerance, sizing and corrections}

\subsection{Symbols and results carried over}

The supply is $V_{DD}$, the signed thresholds are $V_{Tn}$ and $V_{Tp}$, and $\beta=\mu C_iW/L$ for each device. With $r=\sqrt{\beta_p/\beta_n}$ and $S=V_{DD}+V_{Tp}-V_{Tn}>0$, the overdrives are $a=V_{\mathrm{in}}-V_{Tn}$ and $b=V_{DD}+V_{Tp}-V_{\mathrm{in}}$, with $a+b=S$. A saturated device carries $\beta/2$ times its squared overdrive. Equal saturated currents mean $a=rb$ and give
\begin{equation}
V_M=\frac{V_{Tn}+r(V_{DD}+V_{Tp})}{1+r}.
\label{eq:VM2}
\end{equation}
This is the input at which $V_{\mathrm{out}}=V_{\mathrm{in}}$ if $V_{Tn}\ge0$ and $V_{Tp}\le0$, which is assumed below unless stated otherwise. The numerical case has $V_{DD}=10$ V, $V_{Tn}=1$ V, $V_{Tp}=-2$ V, $\beta_n=1.992$ $\mu$A/V$^2$, $\beta_p=0.398$ $\mu$A/V$^2$, $r=0.4472$, $S=7$ V and $V_M=3.16$ V.

\subsection{Current at the switching point}

Inserting $a=rb$ into $a+b=S$ gives $(1+r)b=S$, so at $V_M$
\begin{equation}
a_M=\frac{rS}{1+r},\qquad b_M=\frac{S}{1+r}.
\label{eq:overM}
\end{equation}
The weaker device receives the larger overdrive. The common current is
\begin{equation}
I_M=\frac{\beta_n}{2}\left(\frac{rS}{1+r}\right)^2
=\frac{\beta_n\beta_p\,S^2}{2\left(\sqrt{\beta_n}+\sqrt{\beta_p}\right)^2}.
\label{eq:IM}
\end{equation}
The second form follows from $\beta_nr^2=\beta_p$ and $1+r=(\sqrt{\beta_n}+\sqrt{\beta_p})/\sqrt{\beta_n}$.

This is the largest static supply current at any input. The current cannot exceed the saturated current of either device. The n-channel limit rises with $V_{\mathrm{in}}$, the p-channel limit falls, and they meet at $V_M$, where both are reached. In the numerical case
\begin{equation}
I_M=\tfrac12\times1.992\times2.163^2\ \mu\text{A}=4.66\ \mu\text{A},
\end{equation}
and the supply delivers 46.6 $\mu$W. An input that rests close to $V_M$ draws nearly this power continuously.

Equating the saturated currents has given the switching voltage, exact within the model for $V_{Tn}\ge0$, $V_{Tp}\le0$ and $S>0$, together with the peak static supply current. What remains is its sensitivity to the parameters, the choice of widths, the corrections for effects outside the ideal model, and the comparison with real oxide inverters.
